# Why SiH3 loss stays constant while sticking rises on amorphous silicon

## Definitions and conventions

An SiH3 radical that strikes growing hydrogenated amorphous silicon (a-Si:H) can return to the gas as SiH3, join the film, or take a hydrogen atom from the surface and leave as SiH4. Per incident radical, the sticking probability is $s$ and the probability of leaving as SiH4 is $\gamma$. The loss probability and the sticking fraction are

$$\beta=s+\gamma,\qquad f=\frac{s}{\beta}.$$

The incident flux is $\Phi$, the density of surface sites is $N$, and a fraction $\theta$ of the sites are dangling bonds. The other sites carry hydrogen. Energies are in eV, temperatures in K, and $k_B$ is Boltzmann's constant.

An incident radical is trapped in a mobile precursor state with probability $\alpha$, taken as independent of temperature, and otherwise reflects at once. A trapped radical has three exits:

- desorption as SiH3, at rate $k_d$;
- abstraction of surface hydrogen, at rate $k_a(1-\theta)$;
- sticking at a dangling bond, at rate $k_s\theta$, where $k_s$ is the hop rate.

The factors $1-\theta$ and $\theta$ are a mean-field assumption: each attempt meets a typical site. Each rate constant has the form $k_i=\nu_i e^{-E_i/k_BT}$.

Branching between film and SiH4 does not by itself explain a constant $\beta$ with a rising $f$. In this model two more things complete the explanation: trapped radicals react before they desorb, and heating creates dangling bonds by a route other than abstraction by SiH3.

## Why the loss probability hardly moves

Let $n$ be the precursor density per area and $R$ the total reaction rate of one precursor,

$$R=k_a(1-\theta)+k_s\theta .$$

In steady state, trapping balances all three exits:

$$\alpha\Phi=n(k_d+R)\quad\Rightarrow\quad n=\frac{\alpha\Phi}{k_d+R}.$$

The reacting flux is $nR$. Dividing it by $\Phi$ gives

$$\beta=\frac{\alpha R}{R+k_d}. \tag{1}$$

The sticking flux is $nk_s\theta$, so $n$ cancels from the sticking fraction:

$$f=\frac{nk_s\theta}{nR}=\frac{k_s\theta}{k_a(1-\theta)+k_s\theta}. \tag{2}$$

Loss is thus a contest between reaction and desorption, while $f$ describes the division among radicals that react. If $R\gg k_d$, nearly every trapped radical reacts and $\beta\approx\alpha$, whichever product it forms.

To see how strongly temperature still enters, set $x=k_d/R$, so that $\beta=\alpha/(1+x)$. At constant $\alpha$,

$$\frac{d\ln\beta}{dT}=-\frac{1}{1+x}\frac{dx}{dT}=-\frac{x}{1+x}\frac{d\ln x}{dT}.$$

Since $x/(1+x)=1-\beta/\alpha$ and $\ln x=-\ln(R/k_d)$,

$$\frac{d\ln\beta}{dT}=\left(1-\frac{\beta}{\alpha}\right)\frac{d\ln(R/k_d)}{dT}. \tag{3}$$

The prefactor is the share of trapped radicals that desorb. When it is small, the rates can be strongly activated and $\beta$ still changes little per kelvin. For $\beta$ to stay nearly constant over a wide temperature range, this share must remain small throughout, because it can itself grow on heating. If $\alpha$ itself depends on temperature, $d\ln\alpha/dT$ must be added to the right side, and the small prefactor does not suppress that term.

## Why branching alone leaves the sticking fraction at one half

Equation (2) seems to say that the barriers for abstraction and hopping fix the trend of $f$. They do not, because $\theta$ responds to the same reactions. Each abstraction creates one dangling bond, and each sticking event removes one.

Let $G$ be the rate per area at which all other processes create dangling bonds, and $L$ the rate at which all other processes remove them. The film is assumed to keep $N$ constant by cross-linking: neighbouring hydrides release H2 and form Si–Si bonds without changing the number of dangling bonds. Then

$$N\frac{d\theta}{dt}=\Phi\gamma-\Phi s+G-L.$$

In steady state $s-\gamma=(G-L)/\Phi$. Adding $s+\gamma=\beta$ gives $2s=\beta+(G-L)/\Phi$, and division by $2\beta$ gives

$$f=\frac12+\frac{G-L}{2\beta\Phi}. \tag{4}$$

This relation counts events and does not depend on the mean-field rates. It would also hold if SiH3 abstracted hydrogen or stuck on first impact, provided that each event changed the number of dangling bonds in the same way. A measured $f$ therefore cannot by itself prove that a precursor exists.

With $G=L=0$, $f=1/2$ at every temperature. The coverage supplies the adjustment: equal exits require $k_s\theta=k_a(1-\theta)$, hence

$$\theta=\frac{k_a}{k_a+k_s}. \tag{5}$$

If heating favours abstraction, more dangling bonds accumulate until sticking catches up.

The time this takes follows from the same balance. Neglect desorption, so that $\beta=\alpha$, and set $G=L=0$:

$$\frac{d\theta}{dt}=\frac{\alpha\Phi}{N}\,\frac{k_a(1-\theta)-k_s\theta}{R}.$$

At the steady coverage the numerator vanishes, so for a small deviation only its derivative, $-(k_a+k_s)$, matters. There $R=2k_a(1-\theta)$, and equation (5) gives $k_a+k_s=k_a/\theta$. The deviation therefore decays at the rate

$$\frac{\alpha\Phi}{N}\,\frac{k_a/\theta}{2k_a(1-\theta)}=\frac{\alpha\Phi}{2N\theta(1-\theta)}.$$

For the example below, with $\theta\approx0.015$ near 600 K, the decay time is about 10 ms. This time applies to small deviations. Since $|s-\gamma|\le\alpha$, the SiH3 reactions change the coverage by at most $\alpha\Phi/N=3$ per second, so a surface that starts mostly bare needs a few tenths of a second. The thermal source of the next section lengthens both times as $f$ rises: at 675 K a small deviation decays in about 66 ms, and a mostly bare surface needs about 0.7 s. Steady-state coverage is the proper choice for continuous growth that lasts much longer than these times. A single pulse that is too short for the starting coverage does not reach it.

## Why heating raises the sticking fraction

Suppose thermal hydrogen loss leaves dangling bonds at rate $g$ per hydrogen-covered site, with $g=\nu_g e^{-E_g/k_BT}$. Here $g$ counts only bonds that remain dangling. Hydrogen loss followed by immediate Si–Si bonding belongs to cross-linking. With no other source or sink,

$$G=Ng(1-\theta),\qquad L=0,\qquad q\equiv\frac{Ng}{\Phi}.$$

The balance $s-\gamma=G/\Phi$ becomes

$$\alpha\,\frac{k_s\theta-k_a(1-\theta)}{k_d+R}=q(1-\theta).$$

Multiplying by $k_d+R$ and moving everything to the left gives $F(\theta)=0$, where

$$F(\theta)=\alpha[k_s\theta-k_a(1-\theta)]-q(1-\theta)[k_d+k_a(1-\theta)+k_s\theta].$$

Collecting powers of $\theta$,

$$\begin{aligned}
F(\theta)={}&q(k_s-k_a)\theta^2\\
&+[\alpha(k_s+k_a)-q(k_s-2k_a-k_d)]\theta\\
&-\alpha k_a-q(k_a+k_d).
\end{aligned}$$

Now $F(0)<0$ and $F(1)=\alpha k_s>0$. A polynomial of at most second degree with opposite signs at the two ends has one root between them, so the steady coverage is unique.

**Weak thermal source.** For $\theta\ll1$ and $\beta\approx\alpha$, equation (4) reduces to

$$f\approx\frac12\left(1+\frac{q}{\alpha}\right),\qquad q<\alpha. \tag{6}$$

In the example below, equation (6) is within 0.01 of the full balance up to $q=\alpha/2$, but it is too high as $q$ approaches $\alpha$. The excess $f-1/2$ grows like $g$, by a factor $e$ for each temperature step of about $k_BT^2/E_g$. Extra dangling bonds divert radicals from SiH4 formation to the film, while the total number that react stays close to the number trapped.

**Strong thermal source.** When $q\gg\alpha$, equation (6) would give $f>1$ and no longer applies. Since $s-\gamma\le\beta\le\alpha$, the full balance requires $1-\theta\le\alpha/q$. Hydrogen-covered sites become scarce, abstraction loses its supply, and $f$ tends to 1. On a real surface so many neighbouring dangling bonds could bond to one another, so this limit shows where the site model ceases to be credible.

Equation (6) gives $f=3/4$ at $q=\alpha/2$, that is, at $N\nu_g e^{-E_g/k_BT}=\alpha\Phi/2$. Taking the logarithm and solving for temperature,

$$T_{3/4}\approx\frac{E_g}{k_B\ln[2N\nu_g/(\alpha\Phi)]}. \tag{7}$$

A larger radical flux moves the rise to higher temperature, because thermal hydrogen loss must compete with more arriving radicals.

## How large the effect is

The example uses round parameters in the rough regime of silane-plasma growth:

- $\alpha=0.30$, $\Phi=10^{16}$ cm$^{-2}$ s$^{-1}$ and $N=10^{15}$ cm$^{-2}$;
- barriers of 0.50 eV for desorption, 0.20 eV for abstraction, 0.10 eV for hopping and 1.70 eV for thermal hydrogen loss;
- prefactors of $10^{12}$ s$^{-1}$ for abstraction and $10^{13}$ s$^{-1}$ for the other three.

The flux is held fixed as temperature changes.

| $T$ (K) | $\beta$ | $f$ | $\theta$ | growth (nm/s) |
|---|---|---|---|---|
| 300 | 0.300 | 0.500 | 0.002 | 0.30 |
| 600 | 0.296 | 0.509 | 0.015 | 0.30 |
| 650 | 0.294 | 0.609 | 0.025 | 0.36 |
| 675 | 0.297 | 0.817 | 0.074 | 0.48 |

Over the temperatures computed, $\beta$ varies by 1.9% of its largest value, while $f$ rises from 0.50 to 0.82. At 650 K the chain of numbers is

$$k_a(1-\theta)=2.81\times10^{10}\times0.975=2.74\times10^{10}\ \mathrm{s^{-1}},$$

$$k_s\theta=1.677\times10^{12}\times0.02547=4.27\times10^{10}\ \mathrm{s^{-1}}.$$

Their sum is $R=7.01\times10^{10}$ s$^{-1}$, against $k_d=1.33\times10^9$ s$^{-1}$. Thus $\beta=0.30\times7.01/(7.01+0.133)=0.294$ and $f=4.27/7.01=0.609$. The site balance gives the same fraction: the thermal source supplies 0.0642 dangling bonds per incident radical, and $1/2+0.0642/(2\times0.294)=0.609$.

With a film density of $5\times10^{22}$ Si atoms per cm$^3$, the growth rate is $s\Phi/(5\times10^{22}\ \mathrm{cm^{-3}})$. For $s=0.179$ this is $3.6\times10^{-8}$ cm/s, or 0.36 nm/s.

The suppression in equation (3) is visible at 600 K. There $R/k_d$ falls by 0.88% per kelvin, but 1.5% of trapped radicals desorb, so $\beta$ falls by only 0.013% per kelvin. Direct time integration of the precursor and site equations gives the same slope.

The small recovery of $\beta$ between 650 and 675 K also follows from the rates. Equation (2) gives $1-f=k_a(1-\theta)/R$, hence

$$\frac{R}{k_d}=\frac{k_a}{k_d}\,\frac{1-\theta}{1-f}.$$

Heating lowers $k_a/k_d$, but the rapid rise of $f$ shrinks $1-f$ by more. Sticking at the new dangling bonds then competes better with desorption.

## What happens when a condition is removed

Without the thermal source, $f$ stays at 0.500 at both 300 and 675 K, although $\theta$ rises from 0.002 to 0.018. The loss probability is still nearly constant, falling from 0.3000 to 0.2915. A reactive precursor thus explains the constant loss but not the rising sticking fraction.

If instead $\theta$ is frozen at its 300 K value, equation (2) gives $f=0.10$ at 675 K. The trend is downward because the abstraction barrier exceeds the hopping barrier. A fixed coverage would therefore give the wrong sign as well as the wrong size.

If the desorption barrier is lowered from 0.50 to 0.30 eV, $\beta$ falls from 0.272 at 300 K to 0.175 at 600 K, a drop of 35%. Meanwhile $f$ remains close to one half (0.500 and 0.515). This case separates the two questions: for given reaction rates, the desorption rate, set by the well depth and the prefactor, governs the constancy of loss, while the dangling-bond budget per reacting radical sets the sticking fraction.

A practical criterion follows for $G\ge L$. Then $f\ge1/2$, so sticking is at least as fast as abstraction and $R\ge2k_a(1-\theta)$. Equation (1) gives

$$1-\frac{\beta}{\alpha}=\frac{k_d}{k_d+R}\le\frac{k_d}{k_d+2k_a(1-\theta)}.$$

A small right side over the whole temperature range is sufficient for constant loss, provided $\alpha$ is constant.

A dangling-bond sink moves $f$ below one half. At 300 K, a sink with rate 200 s$^{-1}$ per dangling bond removes 0.033 bonds per incident radical and lowers $f$ to 0.444. Values below one half therefore do not contradict the site balance, but they call for a process beyond the two SiH3 reactions.

## Comparison with real growth and neglected effects

Reported SiH3 loss probabilities on a-Si:H are roughly 0.3, which guided the choice of $\alpha$. The sticking fraction below the rise is matched less well. Values under one half, near one third, have been reported, which the model without a sink cannot give. The first-order sink above gives no flat level either, since with it $f$ falls from 0.44 at 300 K to 0.30 at 600 K. The model shows a mechanism for the trend, not the measured low-temperature value of $f$. The calculated growth rates, a few tenths of a nanometre per second, are ordinary for plasma deposition. The temperatures of the calculated rise, above about 600 K, are higher than those commonly used for device layers. The barriers are chosen, not measured, and a 0.50 eV precursor well is deeper than weak physisorption would suggest. This is the most doubtful part of the explanation: the 0.30 eV case shows that a shallower well can destroy the constancy of $\beta$, and a larger desorption prefactor can do the same. The hopping picture is also marginal where $f$ rises: at 650 K the hop barrier is only $1.8\,k_BT$ and a precursor lives about 14 ps, or some 23 hops.

Real plasmas also break the assumption that SiH3 and heat alone change the surface. The following estimates refer to 650 K, where the reference value is $f=0.609$:

- Atomic hydrogen at 5% of the SiH3 flux, abstracting with probability 0.4 on hydrogen-covered sites and capping every dangling bond it strikes, gives $f=0.639$.
- Ions at 1% of the SiH3 flux, each making one dangling bond on a hydrogen-covered site, give $f=0.625$.
- A Gaussian spread of 0.05 eV in the hydrogen-loss barrier multiplies the mean source by 1.49 and gives $f=0.661$. This assumes that the weakest sites are not depleted.
- Si2H6 formation by meeting precursors takes at most about two in a million trapped radicals at 300 K and fewer at 650 K, for these rates.

The mean-field coverage is less reliable than $f$. Random walks on a square lattice of $64\times64$ explicit sites gave $\theta=0.044$ at 650 K, against 0.025 in mean field, but $f=0.606$ against 0.609. A likely reason for the larger $\theta$ is that a walker revisits sites it has already found capped, so more dangling bonds are needed for the same sticking rate. The sticking fraction moves much less because equation (4) constrains it directly. It still feels the coverage through the factor $1-\theta$ in the source: at 675 K the lattice gives $\theta\approx0.11$ against 0.074 and $f\approx0.80$ against 0.82.

Hydrogen removal is a further limit. With $L=0$, abstraction and thermal loss remove $(\gamma+G/\Phi)/s=1$ hydrogen atom per incorporated silicon atom. SiH3 brings three, and a film with 10 atomic percent hydrogen keeps $0.10/0.90=0.11$ per silicon. Cross-linking must remove the remaining 1.89. The model assumes that this happens fast enough at every temperature and does not explain how.

## What to do in practice

Measure $\beta$ and $s$ separately. The decay of SiH3 by surface loss gives information on $\beta$, whereas film growth depends on $s\Phi$. Suppose that SiH3 is the main growth species, its flux is known and the coverage is steady. If each sticking event also removes one dangling bond and every other lost radical creates one by abstraction, the net source of dangling bonds follows from equation (4):

$$G-L=(2s-\beta)\Phi.$$

A positive value calls for thermal hydrogen loss, atomic hydrogen, ions or another source. A negative value calls for a sink. Repeating the measurement with the plasma conditions fixed and the substrate temperature changed helps to separate the thermal part, provided that the fluxes at the surface really stay fixed and dangling-bond sinks are weak. A sink acts on the dangling bonds present, so its total rate changes with the coverage even when its rate constant does not.

Changing the flux gives a second test. In the example, $f=3/4$ is reached at 669 K (396 °C). With ten times the flux and the other parameters unchanged, it is reached at 726 K. Equation (7) gives 668 and 725 K. Absence of such a shift would argue against a thermal source of this form, though a large enough increase in ions or atomic hydrogen at higher plasma power could mask it. If that added source does not depend on temperature, it also raises $f$ at low temperature, where it can be recognised.

When growth rates at different temperatures are compared, a rise need not mean that more radicals arrive. At fixed flux and nearly constant $\beta$, moving $f$ from one half towards one can at most about double the growth rate. A larger increase requires a higher flux, a larger loss probability, a less dense film, another growth species, or a starting value of $f$ below one half. The full set of values is in the numerical output below.

## Computed values

```
INPUTS (round model values)
trapping probability alpha = 0.30
SiH3 flux = 1.0e+16 cm^-2 s^-1; sites N = 1.0e+15 cm^-2
desorption: barrier 0.50 eV, prefactor 1e+13 s^-1
abstraction: barrier 0.20 eV, prefactor 1e+12 s^-1
hop: barrier 0.10 eV, prefactor 1e+13 s^-1
thermal H loss: barrier 1.70 eV, prefactor 1e+13 s^-1
film density = 5.0e+22 Si cm^-3
RESULTS: T(K) beta s gamma f theta growth(nm/s) simple_f
300 0.3000 0.1500 0.1500 0.5000 0.00209 0.300 0.5000
400 0.2997 0.1499 0.1499 0.5000 0.00547 0.300 0.5000
500 0.2986 0.1493 0.1493 0.5000 0.00972 0.299 0.5000
600 0.2955 0.1504 0.1452 0.5088 0.01475 0.301 0.5088
625 0.2947 0.1569 0.1377 0.5326 0.01749 0.314 0.5326
650 0.2944 0.1793 0.1151 0.6091 0.02547 0.359 0.6099
675 0.2966 0.2422 0.0544 0.8167 0.07394 0.484 0.8381
relative spread of beta, 300-675 K = 1.85 %
INTERMEDIATE VALUES AT 650 K
k_d = 1.328e+09, k_a = 2.814e+10, k_s = 1.677e+12 s^-1
g = 0.6592 s^-1; q = N g/flux = 0.06592
thermal source per incident SiH3 = 0.06424
desorbing share 1-beta/alpha = 0.0186
SENSITIVITY AT 600 K
d ln(R/k_d)/dT = -8.767e-03 K^-1
d ln(beta)/dT: direct -1.301e-04, formula -1.301e-04 K^-1
COUNTERFACTUALS
no thermal source, 300 K: f 0.5000, beta 0.3000, theta 0.00209
no thermal source, 675 K: f 0.5000, beta 0.2915, theta 0.01761
theta frozen at 300 K value, 675 K: f = 0.1044
well 0.30 eV, 300 K: beta 0.2716, f 0.5000
well 0.30 eV, 600 K: beta 0.1752, f 0.5148
sink 200 s^-1, 300 K: f 0.4444, L/flux 0.0334
TEMPERATURE WHERE f = 0.75
flux 1e+16 cm^-2 s^-1: full 668.9 K, estimate 668.1 K
flux 1e+17 cm^-2 s^-1: full 725.6 K, estimate 724.6 K
LATTICE WALK AGAINST MEAN FIELD
500 K: f 0.500 / 0.500, beta 0.298 / 0.299, theta 0.0187 / 0.0097
650 K: f 0.606 / 0.609, beta 0.295 / 0.294, theta 0.0439 / 0.0255
HYDROGEN PER INCORPORATED Si AT 650 K
abstraction + thermal 1.000, film 0.111, cross-linking 1.889
NEGLECTED EFFECTS
650 K reference f = 0.6091
H-loss energy spread 0.05 eV: source x 1.49, f 0.6611
atomic H 5% of flux (abstracts 0.4, caps 1): f 0.6391
ions 1% of flux, one bond each: f 0.6253
Si2H6 share of trapped: 1.7e-06 (300 K), 2.0e-09 (650 K)
```
